# Wannier bands, nested polarizations and corner charges of a π-flux lattice

## The problem

A square lattice has four sites per cell, labelled $(a,b)$ with $a,b\in\{0,1\}$. Cells are labelled $(X,Y)$. Electrons are independent and spinless.

Along $x$, the site $a=0$ is joined to $a=1$ of the same cell by the hopping $\gamma_x$, and to $a=1$ of cell $X-1$ by $\lambda_x$. Along $y$ the pattern is the same with $\gamma_y,\lambda_y$, but every $y$ bond carries the extra factor $(-1)^a$. All four parameters are positive. A square plaquette contains one $y$ bond with $a=0$ and one with $a=1$, so the product of its four hoppings is negative: it encloses a flux $\pi$. This is the Benalcazar-Bernevig-Hughes model.

With Bloch sums $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R,a,b\rangle$ (lattice constant 1, all orbitals assigned to the cell origin), and Pauli matrices $\sigma$ acting on $a$ and $\tau$ on $b$,

$$h(\mathbf k)=a_1G_1+a_2G_2+b_1G_3+b_2G_4,$$

$$G_1=\sigma_x,\quad G_2=\sigma_y,\quad G_3=\sigma_z\tau_x,\quad G_4=\sigma_z\tau_y,$$

$$\mathbf a=(\gamma_x+\lambda_x\cos k_x,\ \lambda_x\sin k_x),\qquad \mathbf b=(\gamma_y+\lambda_y\cos k_y,\ \lambda_y\sin k_y).$$

The lattice is half filled. For numbers take $\gamma_x=0.3$, $\gamma_y=0.4$, $\lambda_x=\lambda_y=1$, which sets the energy unit.

1. Find the energy bands and the bulk gap.
2. The Wilson loop along $x$ at fixed $k_y$ is the ordered product of the $2\times2$ overlap matrices of occupied states at successive $k_x$. Its eigenvalues are $e^{2\pi i\nu(k_y)}$, and the $\nu(k_y)$ are the Wannier bands. Find them. When are they separated by gaps?
3. Each Wannier band selects one occupied state at every $\mathbf k$. Find the polarization of this state along $y$ (the nested polarization), and the result with $x$ and $y$ exchanged.
4. Which states lie near zero energy in an open rectangular sample?
5. Let a weak staggered site energy decide which of them are filled. What charge sits at each corner?

## Hints

**Part 1.** The four matrices $G_j$ anticommute and square to one.

**Part 2.** At fixed $k_y$ the vector $\mathbf b$ is constant, so only three independent anticommuting matrices appear in $h$. Their product commutes with each of them.

**Part 3.** Write $\mathbf b$ in polar form and remove its angle by a rotation. Ask what this rotation does after a full turn.

**Part 4.** Write the open Hamiltonian with two chain Hamiltonians and square it.

**Part 5.** Find a site-diagonal sign that anticommutes with the Hamiltonian. Use it to simplify the diagonal of the occupied projector.

## Solution

### 1. Energy bands

In $h^2$ the cross terms cancel by anticommutation, which leaves

$$h^2=E^2,\qquad E^2=|\mathbf a|^2+|\mathbf b|^2,\qquad |\mathbf a|^2=\gamma_x^2+\lambda_x^2+2\gamma_x\lambda_x\cos k_x,$$

and similarly for $|\mathbf b|^2$. Since $h$ is traceless, $+E$ and $-E$ each occur twice. The minimum of $E$ is at $k_x=k_y=\pi$, so the gap is

$$2\sqrt{(\lambda_x-\gamma_x)^2+(\lambda_y-\gamma_y)^2}=2\sqrt{0.7^2+0.6^2}=1.844 .$$

### 2. Wannier bands

Take $|\mathbf b|>0$ and define

$$B=\frac{b_1G_3+b_2G_4}{|\mathbf b|},\qquad S=iG_1G_2B,\qquad h=a_1G_1+a_2G_2+|\mathbf b|B .$$

The matrices $G_1,G_2,B$ anticommute and square to one. Moving any of them through the product $G_1G_2B$ gives two minus signs, one for each of the other factors, so $S$ commutes with $h$. Also $(G_1G_2B)^2=G_2BG_2B=-1$, hence $S^2=1$. The matrix $(-b_2G_3+b_1G_4)/|\mathbf b|$ anticommutes with all three factors and therefore with $S$, so the eigenvalues $s=\pm1$ of $S$ each occur twice.

At fixed $k_y$, $S$ does not depend on $k_x$. Occupied states with different $s$ have zero overlap even at different $k_x$, and the Wilson loop splits into two numbers. In the sector $s$ we have $G_1G_2B=-is$. Pauli matrices obey $\sigma_1\sigma_2\sigma_3=i$, so we may represent $G_1\to\sigma_1$, $G_2\to\sigma_2$, $B\to-s\sigma_3$:

$$h_s=a_1\sigma_1+a_2\sigma_2-s|\mathbf b|\sigma_3 .$$

This has eigenvalues $\pm E$, so each sector holds one occupied state. Let $\chi$ be the polar angle of $\mathbf a$ and $\cos\theta=-s|\mathbf b|/E$. The lower state is

$$u=\begin{pmatrix}\sin(\theta/2)\\-\cos(\theta/2)e^{i\chi}\end{pmatrix},\qquad i\langle u|\partial_{k_x}u\rangle=-\frac{1+\cos\theta}{2}\,\partial_{k_x}\chi .$$

One overlap is $\langle u(k+dk)|u(k)\rangle\simeq1-\langle u|\partial_ku\rangle dk$, whose phase is $i\langle u|\partial_ku\rangle dk$. With

$$\Omega=\oint\Big(1-\frac{|\mathbf b|}{E}\Big)d\chi,$$

the phase of the full loop is $-\Omega/2$ for $s=+1$. For $s=-1$ it is $-\tfrac12\oint(1+|\mathbf b|/E)\,d\chi=-\oint d\chi+\Omega/2$, which equals $\Omega/2$ up to a multiple of $2\pi$. Therefore

$$\boxed{\nu_\pm(k_y)=\pm\frac{\Omega}{4\pi}}$$

The quantity $\Omega$ is a solid angle. As $k_x$ runs, $(a_1,a_2,|\mathbf b|)$ traces a circle of radius $\lambda_x$ at height $|\mathbf b|$, with its centre displaced sideways by $\gamma_x$. Integrating $\sin\theta'd\theta'd\chi$ from the vertical to the rim gives $(1-|\mathbf b|/E)d\chi$. If the vertical axis misses the disk, the near rim is subtracted from the far rim by the sign of $d\chi$. So $\Omega$ is the solid angle of the disk seen from the origin. (At $\gamma_x=\lambda_x$ the angle $\chi$ is undefined at one point, and the result follows by continuity.)

A disk above the origin covers less than a hemisphere, so $0<\Omega<2\pi$ and $0<\nu_+<\tfrac12$. The two Wannier bands then meet neither at 0 nor at $\tfrac12$. The smallest height is $|\lambda_y-\gamma_y|$, so both gaps are open when $\gamma_y\ne\lambda_y$. When $\gamma_y=\lambda_y$ the height vanishes at $k_y=\pi$, and for $\gamma_x\ne\lambda_x$ one of the two Wannier gaps closes, as Variation B shows. If also $\gamma_x=\lambda_x$, the origin is approached on the rim of the disk, so $\Omega\to\pi$ and $\nu_+\to\tfrac14$; there it is the bulk energy gap that closes.

For $\gamma_x<\lambda_x$ the axis passes through the disk, $\chi$ increases steadily, and the integrand of $\Omega$ falls with growing $|\mathbf b|$. The extremes of $\nu_+$ are then at $k_y=0$ and $\pi$:

| $k_y/\pi$ | $\lvert\mathbf b\rvert$ | $\nu_+$ |
|---|---|---|
| 0 | 1.400 | 0.0900 |
| 0.5 | 1.077 | 0.1283 |
| 1 | 0.600 | 0.2331 |

The gap around 0 is $2\nu_+(0)=0.180$ and the gap around $\tfrac12$ is $1-2\nu_+(\pi)=0.534$, in cell lengths. These values depend on assigning all orbitals to the cell origin. With the sites $a=0,1$ placed at $\mp\tfrac14$ of a cell, the three entries of the table become 0.292, 0.310 and 0.362. As a rough check, a centred disk ($\gamma_x=0$) at height 0.6 gives $\nu_+=\tfrac12(1-0.6/\sqrt{0.6^2+1})=0.243$ for orbitals at the cell origin, close to the table entry 0.2331.

### 3. Nested polarization

The Wannier state $w_s(\mathbf k)$ is the occupied state with $S(k_y)=s$. Its polarization along $y$ at fixed $k_x$ is

$$p_y=\frac1{2\pi}\oint i\langle w|\partial_{k_y}w\rangle\,dk_y\pmod 1,$$

where $w$ must be periodic in $k_y$. Assume $\gamma_y\neq\lambda_y$, write $\mathbf b=|\mathbf b|(\cos\varphi,\sin\varphi)$, and let

$$R(\varphi)=e^{-\varphi G_3G_4/2}=\cos\tfrac\varphi2-G_3G_4\sin\tfrac\varphi2,$$

which holds because $(G_3G_4)^2=-1$. Since $G_3$ anticommutes with $G_3G_4$, we have $G_3R^\dagger=RG_3$, and

$$RG_3R^\dagger=R^2G_3=\cos\varphi\,G_3-\sin\varphi\,G_3G_4G_3=\cos\varphi\,G_3+\sin\varphi\,G_4=B .$$

$R$ commutes with $G_1$ and $G_2$. So $h=Rh_0R^\dagger$ and $S=RS_0R^\dagger$, with $h_0=a_1G_1+a_2G_2+|\mathbf b|G_3$ and $S_0=iG_1G_2G_3$. At fixed $k_x$ we may choose $w=R(\varphi)\,w_0(|\mathbf b|)$, where $w_0$ depends on $k_y$ through $|\mathbf b|$ alone. Then

$$i\langle w|\partial_{k_y}w\rangle=-\frac i2\,\frac{d\varphi}{dk_y}\langle w_0|G_3G_4|w_0\rangle+i\langle w_0|\partial_{|\mathbf b|}w_0\rangle\frac{d|\mathbf b|}{dk_y}.$$

The first term is zero. $G_3G_4$ anticommutes with $S_0$, and $S_0w_0=sw_0$, so $0=\langle w_0|(S_0G_3G_4+G_3G_4S_0)|w_0\rangle=2s\langle w_0|G_3G_4|w_0\rangle$. The second term is a function of $|\mathbf b|$ times $d|\mathbf b|$, and it integrates to zero because $|\mathbf b|$ returns to its initial value.

What remains is the periodicity. If $\mathbf b$ winds $m$ times around the origin, $R$ acquires the factor $(-1)^m$, and so does $w$. The state $\tilde w=e^{imk_y/2}w$ is periodic, and $i\langle\tilde w|\partial_{k_y}\tilde w\rangle$ integrates to $-\pi m$. Hence $p_y=-m/2$, which is the same as $m/2$ modulo 1.

The curve $\mathbf b(k_y)$ is a circle of radius $\lambda_y$ centred at $(\gamma_y,0)$, so

$$\boxed{p_y=\tfrac12\ \text{ for }\gamma_y<\lambda_y,\qquad p_y=0\ \text{ for }\gamma_y>\lambda_y}$$

for both Wannier bands and any $k_x$. The argument used only the algebra of the $G_j$, which is unchanged when the pairs $(G_1,G_2)$ and $(G_3,G_4)$ are exchanged. So $p_x$, obtained from Wilson loops along $y$, is $\tfrac12$ for $\gamma_x<\lambda_x$ and 0 for $\gamma_x>\lambda_x$. In the example both are $\tfrac12$.

### 4. Corner modes

Let $H_x$ and $H_y$ be open chains with alternating hoppings $\gamma,\lambda$ (Su-Schrieffer-Heeger chains), cut between cells. Let $\chi_x=(-1)^a$ and $\chi_y=(-1)^b$ now denote sublattice signs. The sample has

$$H=H_x\otimes1+\chi_x\otimes H_y .$$

A chain hopping changes the sublattice, so $\chi_xH_x=-H_x\chi_x$. The cross terms in $H^2$ cancel:

$$H^2=H_x^2\otimes1+1\otimes H_y^2,\qquad |E|=\sqrt{\varepsilon_x^2+\varepsilon_y^2}.$$

The sign $(-1)^a$ that creates the flux is what makes the energies add in squares. A state near zero energy therefore needs a near-zero mode in both chains.

For a zero mode on the sites $a=0$ of a half-infinite chain, the equation at site $a=1$ of cell $X$ is $\gamma\psi_X+\lambda\psi_{X+1}=0$, so $\psi_X\propto(-g)^X$ with $g=\gamma/\lambda$. It is normalizable for $g<1$, with weight $1-g^2$ in the end cell. A mirror-image mode sits on $a=1$ at the other end. If instead $\gamma>\lambda$, the part of $H_x$ taking $a=0$ to $a=1$ is $\gamma$ plus $\lambda$ times a shift, and a shift cannot lengthen a vector. So $|\varepsilon|\ge\gamma-\lambda$ and there is no zero mode.

With $\gamma_x<\lambda_x$ and $\gamma_y<\lambda_y$, in a sample large enough that $g^N\ll1$ for the number of cells $N$ in each direction, there are $2\times2=4$ modes, one per corner, with amplitudes $(-g_x)^X(-g_y)^Y$ counted from the corner.

In a chain of $N$ cells the left mode fails to solve the equation at the last site only, where the residue is $\gamma\psi_{N-1}$. Its overlap with the right mode gives, to leading order in $g^N$,

$$\varepsilon\simeq\gamma g^{N-1}(1-g^2)=\lambda g^N(1-g^2).$$

For $14\times14$ cells the two chain energies are $0.3^{14}\times0.91$ and $0.4^{14}\times0.84$. Their root sum of squares is $2.255\times10^{-6}$, and diagonalization of the sample gives this value of $|E|$ for all four levels, two positive and two negative.

The next level is at $0.618$. States with an end mode in one direction and a standing wave in the other are edge states. Their energies start at $\lambda_y-\gamma_y=0.6$ and $\lambda_x-\gamma_x=0.7$ in a large sample.

### 5. Corner charges

Half filling puts two electrons into four nearly degenerate modes. To select them, add $\delta\,\Gamma$ with $\Gamma=\chi_x\otimes\chi_y$, a staggered site energy. $\Gamma$ anticommutes with both terms of $H$, so $(H+\delta\Gamma)^2=H^2+\delta^2$, and the projector on the filled states is

$$P=\frac12\Big(1-\frac{H+\delta\Gamma}{\sqrt{H^2+\delta^2}}\Big).$$

On a site $i$, $\Gamma$ is a sign $\Gamma_i$. For any function $f$, $\langle i|Hf(H^2)|i\rangle=\langle i|\Gamma Hf(H^2)\Gamma|i\rangle=-\langle i|Hf(H^2)|i\rangle$, so this element is zero. The occupation is

$$n_i=\frac12-\frac{\delta\Gamma_i}2\langle i|(H^2+\delta^2)^{-1/2}|i\rangle .$$

Electrons have charge $-e$, and a fixed background $+e/2$ per site makes the sample neutral. The charge of one quadrant is

$$Q=\frac{e\delta}2\sum_{i\in\text{quadrant}}\Gamma_i\langle i|(H^2+\delta^2)^{-1/2}|i\rangle .$$

A state localized at one corner lives on sites with one sign $\Gamma_c$. It is an eigenstate of $H^2$ with eigenvalue $\varepsilon_c^2$, where $\varepsilon_c$ is the value of $|E|$ of the four levels of Part 4; the eigenstates of $H$ itself, at $\pm\varepsilon_c$, combine corners of opposite sign. It contributes $\tfrac e2\Gamma_c\,\delta/\sqrt{\delta^2+\varepsilon_c^2}$. This tends to $\tfrac e2\Gamma_c\,\mathrm{sgn}\,\delta$ when $|\delta|\gg\varepsilon_c$.

For the other states, use $M^{-1/2}=\pi^{-1/2}\int_0^\infty s^{-1/2}e^{-sM}ds$ with $M=H^2+\delta^2$. Because $H^2$ is a sum of chain terms, the exponential factorizes:

$$Q=\frac{e\delta}{2\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,e^{-s\delta^2}F_x(s)F_y(s),\qquad F_x(s)=\sum_{i\in\text{half chain}}\chi_i\langle i|e^{-sH_x^2}|i\rangle .$$

Deep inside a chain the two sites of a cell have equal diagonal elements, since the Bloch form of $H_x^2$ is $|\mathbf a|^2$ times the unit matrix. Their signs cancel. A cell of the sample contributes only if it is near an end in both directions, so the charge belongs to the corner and not to the edges.

In a long chain with an end mode, $F\to1$ at large $s$, with corrections that decay exponentially because all other states have $\varepsilon^2\ge(\lambda-\gamma)^2$. Replacing $F_xF_y$ by 1 gives $e/2$ for $\delta>0$. The integral of the difference $1-F_xF_y$ stays finite as $\delta\to0$, so $Q$ differs from $e/2$ by a term linear in $\delta$. Hence

$$\boxed{Q_{\text{corner}}\to\tfrac e2\,\Gamma_c\,\mathrm{sgn}\,\delta\qquad\big(\varepsilon_c\ll|\delta|\ll\min(\lambda_x-\gamma_x,\ \lambda_y-\gamma_y)\big)}$$

with signs $+,-,+,-$ around the sample. In the sample of $14\times14$ cells:

| $\delta$ | $Q/e$ at successive corners |
|---|---|
| 0.020 | $+0.4853,\,-0.4853,\,+0.4853,\,-0.4853$ |
| 0.010 | $+0.4926,\,-0.4926,\,+0.4926,\,-0.4926$ |
| 0.001 | $+0.4993,\,-0.4993,\,+0.4993,\,-0.4993$ |

The deficit is about $0.74\,\delta$, so the charge is not quantized at finite $\delta$. Reversing $\delta$ moves the two electrons from the two filled corner modes to the two empty ones and reverses all signs; the two values at a corner then differ by nearly $e$.

The charge has a finite extent. A corner mode has weight $0.91\times0.84=0.764$ in its corner cell, so about $0.382\,e$ is expected there. The computed value at $\delta=0.001$ is $0.3817\,e$.

The numerical check checks the solid-angle formula, the nested polarizations and the corner charges against numerical eigenvectors.

## Variation A: one strong intracell hopping

*Take $\gamma_x=1.5$ and keep $\gamma_y=0.4$. Is a nested polarization of $\tfrac12$ enough for corner charges?*

The circle $\mathbf b(k_y)$ still encloses the origin, so $p_y=\tfrac12$. The circle $\mathbf a(k_x)$ does not, so $p_x=0$. The $x$ chain now has $|\varepsilon_x|\ge\gamma_x-\lambda_x=0.5$, hence $|E|\ge0.5$ for all states of the sample and there are no corner modes. In the charge formula $F_x\to0$ at large $s$, so $Q$ vanishes with $\delta$. The computed quadrant charge at $\delta=0.001$ is $0.00009\,e$. For a rectangular sample cut between the cells used to define $p_x$ and $p_y$, corner charges of $e/2$ need both nested polarizations to be $\tfrac12$. The termination matters: if the same lattice is cut through the cells at both ends along $x$, the $x$ chain starts and ends with a $\lambda_x$ bond, the roles of $\gamma_x$ and $\lambda_x$ are exchanged, and the four corner modes then appear for $\gamma_x>\lambda_x$ and are absent for $\gamma_x<\lambda_x$. If only one end is cut through cells, the $x$ chain has an odd number of sites, and two corner modes exist in either case.

## Variation B: the transition at equal hoppings

*Let $\gamma_y=\lambda_y=1$. Which gaps close for $\gamma_x=0.3$, and which for $\gamma_x=1.5$?*

The bulk gap is $2|\lambda_x-\gamma_x|$, that is 1.4 and 1.0, and stays open in both cases. At $k_y=\pi$ the disk of Part 2 descends to the height of the origin.

For $\gamma_x=0.3$ the origin is approached from inside the rim, so $\Omega\to2\pi$ and the Wannier bands meet at $\nu=\tfrac12$. The $x$ chain has end modes, and the edge states built on them have energies starting at $|\lambda_y-\gamma_y|=0$. The energy gap at these edges closes too.

For $\gamma_x=1.5$ the origin lies outside the disk, so $\Omega\to0$ and the bands meet at $\nu=0$. In a sample cut between cells there are no end modes along $x$, and $|E|\ge0.5$ holds. Here $p_y$ changes between $\tfrac12$ and 0 as $\gamma_y$ passes $\lambda_y$, although no energy gap closes, neither in the bulk nor at an edge of this sample. The statement about edges depends on the termination: if the lattice is cut through the cells along $x$, the $x$ chain has end modes for $\gamma_x>\lambda_x$, and the gap of the edge states built on them closes at $\gamma_y=\lambda_y$.

## Values computed for the example and the checks

```
intracell hoppings gx, gy = 0.3, 0.4; intercell 1.0 (energy unit)
bulk band gap = 1.84391 (energy unit)
ky/pi, |b|, nu+ from Wilson loop, nu+ from solid angle:
  0.0  1.40000  0.09005  0.09005
  0.5  1.07703  0.12834  0.12834
  0.8  0.71609  0.20022  0.20022
  1.0  0.60000  0.23315  0.23315
nu+ at ky=pi if gx were 0: 0.24275
Wannier gap around 0: 0.1801; around 1/2: 0.5337 (cell lengths)
closing at gy=1, ky=pi, gx=0.3: |nu| = 0.5000
closing at gy=1, ky=pi, gx=1.5: |nu| = 0.0000
open sample: 14 x 14 cells, 784 sites
|E| of the four corner modes = 2.2553e-06 to 2.2553e-06
estimate from end-mode overlap = 2.2553e-06 (energy unit)
next level |E| = 0.61808 (energy unit)
weight of one corner mode in its corner cell = 0.76440
delta (energy unit), quadrant charges (e), going round:
  0.020  +0.48530  -0.48530  +0.48530  -0.48530
  0.010  +0.49265  -0.49265  +0.49265  -0.49265
  0.001  +0.49926  -0.49926  +0.49926  -0.49926
(1/2 - Q)/delta at delta=0.01: 0.7355
charge in the corner cell at delta=0.001: +0.38171 e
first quadrant with delta=-0.001: -0.49926 e
gx, gy, nested p_y, nested p_x, corner modes, charge (e) at delta=0.001:
  0.3  0.4  0.5000  0.5000  4  +0.49926
  1.5  0.4  0.5000  0.0000  0  +0.00009
  0.3  1.6  0.0000  0.5000  0  +0.00006
  1.5  1.6  0.0000  0.0000  0  +0.00001
```
